# Why a Two-Negative Stationary Point Cannot Alone Cap the Lowest-Barrier Path: test program

```python
"""
Result under test (Murrell-Laidler, sharpened): a stationary point S of V whose
Hessian has k >= 2 negative eigenvalues cannot be the SOLE highest point of a
lowest-barrier path between two minima. Near S, any two points below V(S) can be
joined below V(S) by a detour: downhill in the negative directions to a rim of
radius rho, around the rim, and back.
Symbols: x = coordinates along negative eigenvectors, y = the others,
mu = smallest magnitude of the negative eigenvalues, rho and delta = cylinder
radii in x and y. Barrier of a path = maximum of V on it.
Example: O adatom on a rigid square surface; lengths in nm, energies in eV.
"""
import heapq
import itertools
import numpy as np
from scipy import constants as const
from scipy.ndimage import label

rng = np.random.default_rng(7)


def gradient(f, q, step=1e-5):
    """Central-difference gradient; q may be an array of points."""
    q = np.asarray(q, float)
    out = np.empty_like(q)
    for i in range(q.shape[-1]):
        e = np.zeros(q.shape[-1])
        e[i] = step
        out[..., i] = (f(q + e) - f(q - e)) / (2 * step)
    return out


def hessian(f, q, step=1e-4):
    """Central-difference Hessian at one point."""
    n = len(q)
    unit = np.eye(n) * step
    out = np.empty((n, n))
    for i in range(n):
        for j in range(n):
            a, b = unit[i], unit[j]
            out[i, j] = (f(q + a + b) - f(q + a - b)
                         - f(q - a + b) + f(q - a - b)) / (4 * step**2)
    return (out + out.T) / 2


def count_negative(matrix):
    return int(np.sum(np.linalg.eigvalsh(matrix) < 0))


def grid_barrier(energy, start, end):
    """Lowest possible maximum over all 8-neighbour grid paths."""
    best = np.full(energy.shape, np.inf)
    best[start] = energy[start]
    heap = [(energy[start], start)]
    while heap:
        level, (i, j) = heapq.heappop(heap)
        if (i, j) == end:
            return float(level)
        if level > best[i, j]:
            continue
        for di, dj in itertools.product((-1, 0, 1), repeat=2):
            a, b = i + di, j + dj
            if 0 <= a < energy.shape[0] and 0 <= b < energy.shape[1]:
                new = max(level, energy[a, b])
                if new < best[a, b]:
                    best[a, b] = new
                    heapq.heappush(heap, (new, (a, b)))
    raise RuntimeError("end not reached")


# ---- 1. The detour on random anharmonic surfaces, zero modes included ----
def to_rim(x, grad_x, rho):
    """End of the straight downhill ray from x to the sphere |x| = rho."""
    u = -grad_x / np.linalg.norm(grad_x)
    b = x @ u
    return x + (-b + np.sqrt(b * b + rho**2 - x @ x)) * u


def detour(p, s, grad, k, rho, m=60):
    """Points of the detour from p to s."""
    t = np.linspace(0, 1, m)[:, None]
    ends = []
    for point in (p, s):
        rim = point.copy()
        rim[:k] = to_rim(point[:k], grad(point)[:k], rho)
        ends.append(rim)
    a, b = ends
    angle = np.arccos(np.clip(a[:k] @ b[:k] / rho**2, -1, 1))
    arc = np.tile(a, (m, 1))
    arc[:, :k] = (np.sin((1 - t) * angle) * a[:k]
                  + np.sin(t * angle) * b[:k]) / np.sin(angle)
    turned = arc[-1]
    return np.vstack([p + t * (a - p), arc, turned + t * (b - turned),
                      b + t * (s - b)])


pairs_tested = chords_too_high = oversize_failures = 0
for curvatures, k in (([-1.0, -1.5, 0.0, 0.8, 2.0], 2),
                      ([-1.0, -1.2, -2.0, 0.0, 1.5], 3)):
    H = np.diag(curvatures)
    raw = rng.normal(size=(5, 5, 5))
    T = sum(raw.transpose(p) for p in itertools.permutations(range(3))) / 6

    def surface(q):
        return (0.5 * np.einsum('...i,ij,...j', q, H, q)
                + np.einsum('ijk,...i,...j,...k', T, q, q, q) / 6)

    def surface_grad(q):
        return H @ q + 0.5 * np.einsum('ijk,j,k', T, q, q)

    mu = min(-c for c in curvatures if c < 0)
    t_norm = np.sqrt(np.sum(T**2))
    rho = 0.5 * mu / (np.sqrt(2) * t_norm)      # keeps the x-block <= -mu/2
    delta = rho
    while (0.5 * t_norm * rho**2 * delta
           + 0.5 * (2.0 + np.sqrt(2) * t_norm * rho) * delta**2
           > mu * rho**2 / 8):
        delta *= 0.9                            # keeps the whole rim low

    def sample(scale):
        while True:
            x = rng.uniform(-1, 1, k)
            y = rng.uniform(-1, 1, 5 - k)
            if x @ x < 1 and y @ y < 1:
                q = np.concatenate([x * rho, y * delta]) * scale
                if surface(q) < 0:
                    return q

    for _ in range(300):
        p, s = sample(1.0), sample(1.0)
        top = surface(detour(p, s, surface_grad, k, rho)).max()
        bound = max(surface(p), surface(s), -mu * rho**2 / 8)
        assert top <= bound + 1e-14 and top < 0
        pairs_tested += 1
        chord = p + np.linspace(0, 1, 101)[:, None] * (s - p)
        chords_too_high += int(surface(chord).max() >= 0)
        # control: far outside the allowed cylinder the recipe must break
        p, s = sample(200.0), sample(200.0)
        far = surface(detour(p, s, surface_grad, k, 200 * rho)).max()
        oversize_failures += int(far >= 0)
assert chords_too_high > 0 and oversize_failures > 0

# ---- 2. Tie: a two-negative point among the tops of a lowest-barrier path ----


def tie_surface(q):
    x, y = q[..., 0], q[..., 1]
    return np.sin(x)**2 + 0.5 * (0.5 + np.sin(x)) * y**2 + 0.25 * y**4


tie_saddle = np.array([np.pi / 2, 0.0])
tie_double = np.array([3 * np.pi / 2, 0.0])
for end_point in ([0.0, 0.0], [2 * np.pi, 0.0]):
    assert count_negative(hessian(tie_surface, np.array(end_point))) == 0
for q in (tie_saddle, tie_double):
    assert np.abs(gradient(tie_surface, q)).max() < 1e-8
tie_index = [count_negative(hessian(tie_surface, q))
             for q in (tie_saddle, tie_double)]
assert tie_index == [1, 2]
gx, gy = np.meshgrid(np.linspace(0, 2 * np.pi, 121),
                     np.linspace(-1.5, 1.5, 121), indexing='ij')
tie_grid = tie_surface(np.stack([gx, gy], axis=-1))
tie_barrier = grid_barrier(tie_grid, (0, 60), (120, 60))
tie_second = grid_barrier(tie_grid, (60, 60), (120, 60))
straight_top = float(tie_grid[:, 60].max())
assert abs(tie_barrier - 1) < 1e-9 and abs(straight_top - 1) < 1e-9
assert abs(tie_surface(tie_double) - 1) < 1e-12
assert abs(tie_second - 15 / 16) < 1e-3      # grid spacing error only

# ---- 3. Mass weighting and partial Hessians ----
missed = 0
for _ in range(300):
    M = rng.normal(size=(6, 6))
    M = M + M.T
    w = 1 / np.sqrt(rng.uniform(1, 200, 6))
    assert count_negative(M * np.outer(w, w)) == count_negative(M)
    part = count_negative(M[:3, :3])
    assert part <= count_negative(M)
    missed += int(part < count_negative(M))
assert missed > 0

# ---- 4. Oxygen adatom on a rigid square surface ----
d = 0.25             # nm, distance between neighbouring hollow sites
E_bridge = 0.7       # eV above hollow
E_atop = 1.8         # eV above hollow
lift = 0.10          # nm, height of atop position above hollow position
K_z = 600.0          # eV/nm^2, stiffness normal to the surface
temperature = 500.0  # K
C = E_atop - 2 * E_bridge
wave = 2 * np.pi / d


def height(x, y):
    return lift * (2 - (np.cos(wave * x) + np.cos(wave * y))) / 4


def adatom(q):
    x, y, z = q[..., 0], q[..., 1], q[..., 2]
    a, b = 1 - np.cos(wave * x), 1 - np.cos(wave * y)
    return (0.5 * E_bridge * (a + b) + 0.25 * C * (a * b)
            + 0.5 * K_z * (z - height(x, y))**2)


hollow = np.zeros(3)
bridge = np.array([d / 2, 0, height(d / 2, 0)])
atop = np.array([d / 2, d / 2, height(d / 2, d / 2)])
eig = {}
for name, q, energy, negatives in (("hollow", hollow, 0.0, 0),
                                   ("bridge", bridge, E_bridge, 1),
                                   ("atop", atop, E_atop, 2)):
    assert np.abs(gradient(adatom, q)).max() < 1e-7
    assert abs(adatom(q) - energy) < 1e-12
    eig[name] = np.linalg.eigvalsh(hessian(adatom, q))
    assert np.sum(eig[name] < 0) == negatives
soft = E_bridge * wave**2 / 2
hard = (E_bridge + C) * wave**2 / 2
assert np.allclose(eig["hollow"], [soft, soft, K_z], rtol=1e-4)
assert np.allclose(eig["bridge"], [-soft, hard, K_z], rtol=1e-4)
assert np.allclose(eig["atop"], [-hard, -hard, K_z], rtol=1e-4)

# Pieces of the region below the stationary point, in a small cube around it
offsets = np.linspace(-0.012, 0.012, 41)
cube = np.stack(np.meshgrid(offsets, offsets, offsets, indexing='ij'), axis=-1)
pieces = {}
for name, q in (("bridge", bridge), ("atop", atop)):
    below = adatom(q + cube) < adatom(q) - 1e-12
    pieces[name] = label(below, structure=np.ones((3, 3, 3)))[1]
assert pieces == {"bridge": 2, "atop": 1}

# Local detour around the atop site, inserted in the straight diagonal path
radius = 0.02
s = np.linspace(0, d, 4001)
diagonal = np.stack([s, s, height(s, s)], axis=-1)
diagonal_top = float(adatom(diagonal).max())
outside = diagonal[np.abs(s - d / 2) * np.sqrt(2) >= radius]
phi = np.linspace(1.25 * np.pi, 0.25 * np.pi, 801)
entry = d / 2 - radius / np.sqrt(2)
arc = np.stack([d / 2 + radius * np.cos(phi), d / 2 + radius * np.sin(phi),
                np.full_like(phi, height(entry, entry))], axis=-1)
detour_top = float(max(adatom(outside).max(), adatom(arc).max()))
drop = diagonal_top - detour_top
drop_formula = 0.5 * hard * radius**2
assert abs(diagonal_top - E_atop) < 1e-9
assert drop > 0 and abs(drop / drop_formula - 1) < 0.05  # quartic terms

# Lowest barrier of the diagonal hop: grid search and exact bound
g = np.linspace(0, d, 101)
X, Y = np.meshgrid(g, g, indexing='ij')
relaxed = adatom(np.stack([X, Y, height(X, Y)], axis=-1))
lowest = grid_barrier(relaxed, (0, 0), (100, 100))
assert abs(lowest - E_bridge) < 1e-9
plane = np.column_stack([np.full(20000, d / 2), rng.uniform(0, d, 20000),
                         rng.uniform(-0.1, 0.2, 20000)])
assert adatom(plane).min() >= E_bridge


# String relaxation: images move downhill, then are spaced evenly again
def relax_string(kick, steps, images=41, rate=1e-3):
    t = np.linspace(0, 1, images)
    bump = kick * np.sin(np.pi * t)
    x, y = d * t + bump, d * t - bump
    path = np.stack([x, y, height(x, y)], axis=-1)
    for _ in range(steps):
        path[1:-1] -= rate * gradient(adatom, path[1:-1])
        length = np.concatenate(
            [[0], np.cumsum(np.linalg.norm(np.diff(path, axis=0), axis=1))])
        even = np.linspace(0, length[-1], images)
        path = np.stack([np.interp(even, length, path[:, i])
                         for i in range(3)], axis=-1)
    return path


kick = 0.001
steps_plain, steps_kicked = 60, 1500
plain_top = float(adatom(relax_string(0.0, steps_plain)).max())
kicked = relax_string(kick, steps_kicked)
kicked_top = float(adatom(kicked).max())
assert abs(plain_top - E_atop) < 1e-6
assert abs(kicked_top - E_bridge) < 0.02     # finite image spacing
found = kicked[np.argmax(adatom(kicked))].copy()
for _ in range(15):
    found -= np.linalg.solve(hessian(adatom, found), gradient(adatom, found))
found_index = count_negative(hessian(adatom, found))
assert found_index == 1 and abs(adatom(found) - E_bridge) < 1e-8

# ---- 5. Size of neglected effects at the temperature of use ----
kT = const.k * temperature / const.e
mass_O = 15.999 * const.atomic_mass
mass_Cu = 63.546 * const.atomic_mass
to_SI = const.e * 1e18                       # eV/nm^2 -> N/m


def quantum(curvature):
    """hbar*omega in eV for the O mass; curvature in eV/nm^2."""
    return const.hbar * np.sqrt(np.abs(curvature) * to_SI / mass_O) / const.e


zero_point = 0.5 * (quantum(eig["bridge"][1:]).sum()
                    - quantum(eig["hollow"]).sum())
barrier_quantum = float(quantum(eig["bridge"][0]))
wigner = 1 + (barrier_quantum / kT)**2 / 24
crossover = barrier_quantum * const.e / (2 * np.pi * const.k)
substrate_mode = 0.020                       # eV, assumed Einstein quantum
K_sub = mass_Cu * (substrate_mode * const.e / const.hbar)**2 / to_SI
force_scale = np.pi * E_bridge / d           # steepest force on hollow-bridge line
line = np.stack([s, 0 * s, height(s, 0 * s)], axis=-1)
slope = np.abs(np.gradient(adatom(line), s)).max()
assert abs(slope / force_scale - 1) < 1e-3
relaxation = 2 * force_scale**2 / (2 * K_sub)  # two substrate atoms at bridge
assert relaxation > abs(zero_point)
boltzmann = np.exp(-(E_atop - E_bridge) / kT)

print(f"random pairs joined below V(S): {pairs_tested}")
print(f"  straight chords reaching V(S) or above: {chords_too_high}")
print(f"  failures with cylinder 200x too large: {oversize_failures}")
print(f"tie: negative eigenvalues at the two tops: {tie_index}")
print(f"tie: lowest barrier, grid: {tie_barrier:.4f}")
print(f"tie: top of straight path: {straight_top:.4f}")
print(f"tie: lowest barrier of second half, grid: {tie_second:.4f}")
print(f"partial Hessians missing a negative: {missed} of 300")
print(f"hollow spacing d = {d:.3f} nm")
print(f"bridge energy = {E_bridge:.2f} eV, atop energy = {E_atop:.2f} eV")
print(f"coupling C = {C:.2f} eV, lift = {lift:.2f} nm")
print(f"normal stiffness = {K_z:.0f} eV/nm^2")
for name in ("hollow", "bridge", "atop"):
    values = ", ".join(f"{v:.1f}" for v in eig[name])
    print(f"{name} Hessian eigenvalues = {values} eV/nm^2")
print(f"pieces below bridge: {pieces['bridge']}, below atop: {pieces['atop']}")
print(f"detour radius = {radius:.3f} nm")
print(f"top of diagonal path = {diagonal_top:.4f} eV")
print(f"top after local detour = {detour_top:.4f} eV")
print(f"drop computed = {drop:.4f} eV")
print(f"drop from half |lambda| rho^2 = {drop_formula:.4f} eV")
print(f"lowest barrier, grid search = {lowest:.4f} eV")
print(f"symmetric string, {steps_plain} steps: top = {plain_top:.4f} eV")
print(f"kick = {kick:.4f} nm, {steps_kicked} steps: top = {kicked_top:.4f} eV")
print(f"refined saddle at x, y = {found[0]:.4f}, {found[1]:.4f} nm")
print(f"refined saddle energy = {adatom(found):.4f} eV")
print(f"refined saddle negative eigenvalues = {found_index}")
print(f"temperature = {temperature:.0f} K, kT = {kT:.4f} eV")
print(f"Boltzmann factor atop/bridge = {boltzmann:.2e}")
print(f"zero-point change of barrier = {1000 * zero_point:.1f} meV")
print(f"barrier-mode quantum = {1000 * barrier_quantum:.1f} meV")
print(f"Wigner tunnelling factor = {wigner:.4f}")
print(f"tunnelling crossover temperature = {crossover:.0f} K")
print(f"assumed substrate quantum = {1000 * substrate_mode:.0f} meV")
print(f"substrate stiffness = {K_sub:.0f} eV/nm^2")
print(f"force scale = {force_scale:.2f} eV/nm")
print(f"substrate relaxation, rough = {relaxation:.2f} eV")
print(f"rate factor from relaxation = {np.exp(relaxation / kT):.0f}")
print("all assertions hold")
```

Printed output:

```
random pairs joined below V(S): 600
  straight chords reaching V(S) or above: 46
  failures with cylinder 200x too large: 225
tie: negative eigenvalues at the two tops: [1, 2]
tie: lowest barrier, grid: 1.0000
tie: top of straight path: 1.0000
tie: lowest barrier of second half, grid: 0.9375
partial Hessians missing a negative: 279 of 300
hollow spacing d = 0.250 nm
bridge energy = 0.70 eV, atop energy = 1.80 eV
coupling C = 0.40 eV, lift = 0.10 nm
normal stiffness = 600 eV/nm^2
hollow Hessian eigenvalues = 221.1, 221.1, 600.0 eV/nm^2
bridge Hessian eigenvalues = -221.1, 347.4, 600.0 eV/nm^2
atop Hessian eigenvalues = -347.4, -347.4, 600.0 eV/nm^2
pieces below bridge: 2, below atop: 1
detour radius = 0.020 nm
top of diagonal path = 1.8000 eV
top after local detour = 1.7320 eV
drop computed = 0.0680 eV
drop from half |lambda| rho^2 = 0.0695 eV
lowest barrier, grid search = 0.7000 eV
symmetric string, 60 steps: top = 1.8000 eV
kick = 0.0010 nm, 1500 steps: top = 0.7000 eV
refined saddle at x, y = 0.1250, 0.0000 nm
refined saddle energy = 0.7000 eV
refined saddle negative eigenvalues = 1
temperature = 500 K, kT = 0.0431 eV
Boltzmann factor atop/bridge = 8.18e-12
zero-point change of barrier = -9.0 meV
barrier-mode quantum = 24.0 meV
Wigner tunnelling factor = 1.0130
tunnelling crossover temperature = 44 K
assumed substrate quantum = 20 meV
substrate stiffness = 608 eV/nm^2
force scale = 8.80 eV/nm
substrate relaxation, rough = 0.13 eV
rate factor from relaxation = 19
all assertions hold
```
